# Near-field heat exchange between two electric-dipolar nanoparticles

## Form of the law

Two small isotropic bodies at temperatures $T_1$ and $T_2$ have their centres a distance $R$ apart in vacuum. We seek the net heat flow $P$ from body 1 to body 2 through their electric dipoles. Atomic units are used in the algebra, with $\hbar=k_B=1$ and the potential of a unit charge equal to $1/r$. A polarizability $\alpha$ is then a volume, and $\alpha/R^3$ has no dimension.

If $R$ is much smaller than $c/\omega$ at the frequencies that carry heat, the speed of light drops out. Power has the dimension of frequency squared, so $P$ is an integral of $\omega\,d\omega$ times a function of $\alpha_1/R^3$, $\alpha_2/R^3$, $\omega/T_1$ and $\omega/T_2$. A static dipole field falls as $R^{-3}$, and absorbed power is quadratic in the field, which gives $R^{-6}$ for weak coupling. Absorption in body 2 is proportional to $\operatorname{Im}\alpha_2$. Exchanging the labels must reverse the flow, so $\operatorname{Im}\alpha_1$ enters in the same way, and the flow must vanish at equal temperatures. The expected form is

$$P=\frac{C}{R^6}\int_0^\infty d\omega\,\omega\,[f(\omega/T_1)-f(\omega/T_2)]\operatorname{Im}\alpha_1\operatorname{Im}\alpha_2. \tag{1}$$

The number $C$, the function $f$ and the limits of validity remain to be found.

## Dipole field and thermal fluctuations

A dipole $\mathbf p$ has the potential $-\mathbf p\cdot\nabla(1/r)$. Its field is minus the gradient, $E_i=\sum_j\partial_i\partial_j(1/r)\,p_j$, hence

$$\mathbf E=\mathsf T\mathbf p,\qquad \mathsf T=\frac{3\hat{\mathbf r}\hat{\mathbf r}-1}{R^3}. \tag{2}$$

The eigenvalues $t$ of $\mathsf T$ are $2/R^3$ along the line of centres and $-1/R^3$ for each of the two transverse axes. Since the bodies are isotropic, the three axes decouple, and $\sum t^2=(4+1+1)/R^6=6/R^6$.

Each body is taken as a linear dielectric, that is, a set of harmonic modes $q_\nu$ of unit mass and frequency $\omega_\nu$. Its dipole along one axis is $p=\sum_\nu c_\nu q_\nu$. With time dependence $e^{-i\omega t}$, a driving field $E$ gives $q_\nu=c_\nu E/[\omega_\nu^2-(\omega+i0)^2]$. Therefore

$$\alpha=\sum_\nu\frac{c_\nu^2}{\omega_\nu^2-(\omega+i0)^2},\qquad
\operatorname{Im}\alpha=\sum_\nu\frac{\pi c_\nu^2}{2\omega_\nu}\,\delta(\omega-\omega_\nu)\quad(\omega>0), \tag{3}$$

and $\operatorname{Im}\alpha$ is odd in $\omega$. A dense set of modes makes it a smooth absorption spectrum.

In the thermal state, the symmetrized correlation of a mode at two times separated by $\tau$ is $\coth(\omega_\nu/2T)\cos(\omega_\nu\tau)/(2\omega_\nu)$. Its Fourier transform contains $\pi[\delta(\omega-\omega_\nu)+\delta(\omega+\omega_\nu)]$. Multiplying by $c_\nu^2$, summing, and comparing with (3) gives the spectrum of the free dipole fluctuation $f$:

$$\langle f(\omega)f^*(\omega')\rangle=2\pi\delta(\omega-\omega')S(\omega),\qquad S=\coth\!\frac{\omega}{2T}\,\operatorname{Im}\alpha. \tag{4}$$

## Heat flow with multiple scattering

On one axis, each dipole is the sum of its own fluctuation and its response to the other:

$$p_1=f_1+\alpha_1tp_2,\qquad p_2=f_2+\alpha_2tp_1. \tag{5}$$

Substituting each equation into the other and writing $D=1-t^2\alpha_1\alpha_2$, we obtain

$$p_1=\frac{f_1+\alpha_1tf_2}{D},\qquad p_2=\frac{f_2+\alpha_2tf_1}{D}. \tag{6}$$

The factor $1/D$ sums the repeated reflections between the bodies. The coupled pair must be stable, which requires $t^2\alpha_1(0)\alpha_2(0)<1$.

The field does work on body 2 at the rate $\langle\dot p_2E_2\rangle$, with $E_2=tp_1$. The sources $f_1$ and $f_2$ are independent, so (6) gives the cross-spectrum of $p_2$ and $p_1$ as

$$C_{21}=\frac{t}{|D|^2}\left(\alpha_1^*S_2+\alpha_2S_1\right). \tag{7}$$

The time derivative multiplies $p_2(\omega)$ by $-i\omega$, so the power is $\int(d\omega/2\pi)(-i\omega)tC_{21}$. The real part of $-i\omega\alpha_2$ is $+\omega\operatorname{Im}\alpha_2$, and that of $-i\omega\alpha_1^*$ is $-\omega\operatorname{Im}\alpha_1$. The remaining imaginary terms are odd in $\omega$ and integrate to zero. Thus

$$P_t=\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,\frac{\omega t^2}{|D|^2}\left(\operatorname{Im}\alpha_2\,S_1-\operatorname{Im}\alpha_1\,S_2\right).$$

The first term is heat sent from 1 and absorbed in 2. The second is the return flow, which appears as work done by body 2 against the reaction of body 1. In the steady state the mean interaction energy $-t\langle p_1p_2\rangle$ is constant, so what body 2 gains, body 1 loses.

We insert (4) and use $\coth(\omega/2T)=1+2n(\omega,T)$, where $n=1/(e^{\omega/T}-1)$. The zero-point terms cancel and leave $2(n_1-n_2)$. The integrand is even, so the integral is twice that over positive frequencies. Summing over the axes,

$$P=\frac2\pi\sum_t t^2\int_0^\infty d\omega\,\omega(n_1-n_2)\frac{\operatorname{Im}\alpha_1\operatorname{Im}\alpha_2}{|1-t^2\alpha_1\alpha_2|^2}. \tag{8}$$

## The inverse sixth-power law

If $|t^2\alpha_1\alpha_2|\ll1$ throughout the spectrum that matters, the denominator is one. With $\sum t^2=6/R^6$,

$$\boxed{P=\frac{12}{\pi R^6}\int_0^\infty d\omega\,\omega\,[n(\omega,T_1)-n(\omega,T_2)]\operatorname{Im}\alpha_1(\omega)\operatorname{Im}\alpha_2(\omega)} \tag{9}$$

This fixes $C=12/\pi$ and $f=n$ in (1). For passive bodies both imaginary parts are non-negative at positive frequency, so heat flows from hot to cold. The product requires both bodies to absorb at the same frequency: a strong line in one is of no use where the other is transparent.

In the classical limit, where both temperatures are far above all contributing frequencies, $n\simeq T/\omega$ and

$$P\simeq\frac{12}{\pi R^6}(T_1-T_2)\int_0^\infty d\omega\,\operatorname{Im}\alpha_1\operatorname{Im}\alpha_2. \tag{10}$$

The flow is then linear in the temperature difference even when that difference is large, provided that the polarizabilities do not change with temperature.

Equations (8) and (9) were tested on a quantum system that assumes neither (4) nor (8). Two chains of 300 harmonic sites were prepared at $T_1=0.5$ and $T_2=0.2$ in reduced units, joined at their end charges, and evolved unitarily. At the strong coupling $t=0.15$ the evolution gives a current of $7.0081\times10^{-3}$, in agreement with (8). Omitting $|D|^2$ gives $9.268\times10^{-3}$, which is 32% too high relative to (8). Adding the currents for the three dipole couplings at $R=8$ gives $9.426\times10^{-6}$, against $9.428\times10^{-6}$ from (9). Between $R=8$ and $R=16$ the distance exponent is $-5.9998$. Since the couplings $2/R^3$ and $-1/R^3$ are taken from (2), this confirms that the current scales as $t^2$ at weak coupling; it is not a test of (2) itself. For chains without a common frequency band, the current around time 800 in reduced units is a small oscillating remnant, below $10^{-6}$ of the current for overlapping bands.

## Retardation

At larger distance the field must include the travel time of light. With $k=\omega/c$ and $g=e^{ikr}/r$, the vector potential of an oscillating dipole is $\mathbf A=-ik\mathbf pg$ in Lorenz gauge, and the scalar potential is $\phi=-\nabla\cdot(\mathbf pg)$. Here $\mathbf A$ follows the Gaussian convention, in which $\mathbf E=-\nabla\phi+ik\mathbf A$. The field is therefore $\mathbf E=k^2\mathbf pg+\nabla\nabla\cdot(\mathbf pg)$. Using

$$g'=\left(\frac{ik}{r}-\frac1{r^2}\right)e^{ikr},\qquad
g''=\left(-\frac{k^2}{r}-\frac{2ik}{r^2}+\frac2{r^3}\right)e^{ikr},$$

and $x=kR$, the longitudinal coupling $k^2g+g''$ is $2(1-ix)e^{ix}/R^3$. The transverse coupling $k^2g+g'/R$ is $(x^2+ix-1)e^{ix}/R^3$. Their squared moduli add to

$$\sum|t|^2=\frac{4(1+x^2)+2(1-x^2+x^4)}{R^6}=\frac{6+2x^2+2x^4}{R^6}. \tag{11}$$

We now define the exchange as the power absorbed in 2 from sources in 1, minus the reverse. For weak coupling, (11) replaces $6/R^6$ inside the frequency integral. The relative correction to the integrand is $(x^2+x^4)/3$. For $x\gg1$ the last term wins, and

$$P\to\frac{4}{\pi c^4R^2}\int_0^\infty d\omega\,\omega^5(n_1-n_2)\operatorname{Im}\alpha_1\operatorname{Im}\alpha_2,$$

the inverse-square law of radiation. Here, as in (9), $\operatorname{Im}\alpha$ stands for absorption in the material, without radiative damping. Heat exchanged with the surroundings is a separate contribution, and magnetic dipoles, which can matter for good conductors, are left out.

## Polarizability of a polar sphere

Consider a sphere of radius $a$ and local permittivity $\varepsilon$ in an external potential $\phi$ that is a homogeneous harmonic polynomial of degree $l$. Inside, the potential is $c_l\phi$; outside, it is $\phi[1-b_l(a/r)^{2l+1}]$. Continuity of the potential at $r=a$ gives $c_l=1-b_l$, and continuity of the normal displacement gives $\varepsilon lc_l=l+(l+1)b_l$. Eliminating $c_l$,

$$b_l=\frac{l(\varepsilon-1)}{l\varepsilon+l+1}. \tag{12}$$

For a uniform field, $\phi=-\mathbf E\cdot\mathbf r$, the outer term is the potential of a dipole $a^3b_1\mathbf E$. Hence $\alpha=a^3(\varepsilon-1)/(\varepsilon+2)$.

For one optical phonon, let $z=\omega^2+i\gamma\omega$ and $\varepsilon=\varepsilon_\infty(\omega_L^2-z)/(\omega_T^2-z)$. The static value is $\varepsilon_0=\varepsilon_\infty\omega_L^2/\omega_T^2$. Then $\alpha/a^3$ is a ratio of two linear functions of $z$, whose denominator $\varepsilon_\infty(\omega_L^2-z)+2(\omega_T^2-z)$ vanishes at $z=\omega_F^2$. Such a ratio is fixed by its pole and its values at $z=0$ and $z\to\infty$:

$$\frac{\alpha}{a^3}=b+\frac{s\,\omega_F^2}{\omega_F^2-\omega^2-i\gamma\omega},\qquad
\omega_F^2=\omega_T^2\frac{\varepsilon_0+2}{\varepsilon_\infty+2}, \tag{13}$$

with $b=(\varepsilon_\infty-1)/(\varepsilon_\infty+2)$ and $s=(\varepsilon_0-1)/(\varepsilon_0+2)-b$.

## Narrow lines: matched, detuned and strongly coupled

For $\gamma\ll\omega_F$, put $\omega=\omega_F+\delta$, so that $\omega_F^2-\omega^2\simeq-2\omega_F\delta$. With $h=\gamma/2$ and $A=a^3s\omega_F/2$, (13) gives

$$\operatorname{Im}\alpha\simeq\frac{Ah}{\delta^2+h^2}. \tag{14}$$

A Lorentzian $h/(\delta^2+h^2)$ has a Fourier transform proportional to $e^{-h|\tau|}$. Convolving two of them multiplies these exponentials, so the half-widths add. For lines separated by $\Delta$,

$$\int_{-\infty}^{\infty}d\delta\,\frac{h}{\delta^2+h^2}\,\frac{h}{(\delta-\Delta)^2+h^2}=\frac{2\pi h}{\Delta^2+4h^2}=\frac{\pi\gamma}{\Delta^2+\gamma^2}. \tag{15}$$

For identical spheres $\Delta=0$, and the integral is $\pi/\gamma$. If $\omega(n_1-n_2)$ varies little across the line, (9) becomes

$$P\simeq\frac{12}{\pi R^6}\,\omega_F(n_1-n_2)\,\frac{a^6s^2\omega_F^2}{4}\,\frac{\pi}{\gamma}
=\frac{3s^2a^6\omega_F^3}{\gamma R^6}(n_1-n_2). \tag{16}$$

Smaller damping increases the flow, because the peak of the squared absorption grows faster than the line narrows. This cannot continue without limit, since $D$ then departs from one. Near resonance $\alpha\simeq-A/(\delta+ih)$ when the background $b$ is neglected. With $\Omega=tA$, the integrand of (8) contains

$$\frac{t^2(\operatorname{Im}\alpha)^2}{|1-t^2\alpha^2|^2}=\frac{\Omega^2h^2}{[(\delta-\Omega)^2+h^2][(\delta+\Omega)^2+h^2]}.$$

This is the product in (15) with separation $2\Omega$: the resonance has split into two coupled modes, which appear as separate peaks only for $|\Omega|>h$. Each axis thus carries

$$P_t\simeq\omega_F(n_1-n_2)\frac{2\Omega^2\gamma}{\gamma^2+4\Omega^2}. \tag{17}$$

For $2|\Omega|\gg\gamma$, still with $|\Omega|\ll\omega_F$, it saturates at $\gamma\omega_F(n_1-n_2)/2$ and no longer depends on distance. Smaller damping then lowers the flow; at fixed $\Omega$, the fraction in (17) is largest at $\gamma=2|\Omega|$. The sixth-power law needs $2|\Omega|\ll\gamma$, which is the same as $|t|$ times the peak of $\operatorname{Im}\alpha$ being small.

## The first multipole correction

The field of dipole 1 varies across sphere 2. Let its gradient be $F_{ij}=\partial_iE_j$, with potential $-\tfrac12\sum F_{ij}x_ix_j$. By (12) with $l=2$, the sphere acquires a quadrupole $Q_{ij}=qF_{ij}$, where $q=2a^5(\varepsilon-1)/(2\varepsilon+3)$ and $Q_{ij}$ is the sum of $e_m(3x_ix_j-r^2\delta_{ij})$ over the charges $e_m$, each at its own position $\mathbf x$. The work rate on them is $\sum_m\sum_{ij}e_m\dot x_iF_{ij}x_j=\tfrac16\sum_{ij}\dot Q_{ij}F_{ij}$, since $F$ is symmetric and traceless. In the heat formula, $\operatorname{Im}\alpha_2|\mathbf E|^2$ is therefore joined by $\operatorname{Im}q_2|F|^2/6$.

For unit dipoles along the three axes, $|F|^2$ sums the squares of all third derivatives of $1/r$. On the $z$ axis these are $-6/R^4$ for $zzz$, and $3/R^4$ for the three orderings each of $zxx$ and $zyy$. The sum is $(36+6\times9)/R^8=90/R^8$, and $90/6=15$. Exchanging the labels gives the partner channel, so in the integrand

$$\frac{6\operatorname{Im}\alpha_1\operatorname{Im}\alpha_2}{R^6}\to\frac{6\operatorname{Im}\alpha_1\operatorname{Im}\alpha_2}{R^6}+\frac{15(\operatorname{Im}\alpha_1\operatorname{Im}q_2+\operatorname{Im}q_1\operatorname{Im}\alpha_2)}{R^8}. \tag{18}$$

## Worked example

Take two model spheres with $a=50$ angstrom, $\varepsilon_\infty=3$, phonon energies $\omega_T=0.100$ eV and $\omega_L=0.120$ eV, and damping $0.002$ eV. The thermal energies are $0.035$ and $0.025$ eV, and $R=1000$ angstrom.

From (13), $\varepsilon_0=3(0.120/0.100)^2=4.32$, and $\omega_F=0.100\sqrt{6.32/5}=0.1124$ eV. The pole strength is $s=3.32/6.32-0.4=0.1253$. The occupations at resonance differ by $0.04196-0.01127=0.03069$. With energies in eV, (9) acquires a factor $1/\hbar$. The spectral integral is $4.203\times10^6$ eV$^2$ angstrom$^6$, so

$$\hbar P=\frac{12}{\pi}\,\frac{4.203\times10^6}{(1000)^6}\ \text{eV}^2=1.61\times10^{-11}\ \text{eV}^2.$$

Division by $\hbar$ gives $P=2.44\times10^4$ eV/s, or $3.91\times10^{-15}$ W. The narrow-line formula (16) gives the same value to three digits.

The estimated corrections, relative to (9), are:

| $R$ (angstrom) | scattering | retardation | quadrupole |
|---:|---:|---:|---:|
| 200 | −3.5% | +0.004% | +22% |
| 500 | −0.015% | +0.027% | +3.5% |
| 1000 | −0.0002% | +0.11% | +0.89% |
| 2000 | −0.000004% | +0.44% | +0.22% |

At 200 angstrom, the peak $\operatorname{Im}\alpha=7.045a^3$ times $2/R^3$ is $0.22$. By (17) the longitudinal flow is divided by $1+0.22^2$, and each transverse flow by $1+0.11^2$. The weighted reduction is 3.5%, as in the table.

The quadrupole term is the largest correction up to 1000 angstrom. For equal line shapes, (18) would give $5(a/R)^2=1.25\%$ at that distance. The quadrupole resonance lies at $0.1137$ eV, however, $0.0013$ eV above the dipole one, and by (15) this multiplies the overlap by about $0.7$, which accounts for the $0.89\%$. At 200 angstrom a first correction of 22% shows that higher multipoles must be examined too; adding it to (9) does not yield a reliable flow.

The quadrupole correction falls as $R^{-2}$, while retardation grows nearly as $R^2$. Equating them from the 1000 angstrom values gives $R\simeq1700$ angstrom, where their sum is smallest, about 0.6%. For these spheres the sixth-power law is thus an intermediate regime, bounded by particle size below and wavelength above. These percentages refer to the exchange between the two spheres only. Each sphere also exchanges radiation with its surroundings. The absorption cross-section $4\pi k\operatorname{Im}\alpha$ times the blackbody factor $\omega k^2n/\pi^2$, integrated over the line (14), gives a net loss $4Ak^3\omega_F(n_1-n_2)$ from the hot sphere to surroundings at $T_2$, about $3.4\times10^3$ eV/s. This is 14% of $P$ at 1000 angstrom and exceeds $P$ beyond about 1400 angstrom, so at such distances (9) alone does not give the heat balance of a sphere.

Finally, raise both phonon energies of one sphere by ten percent. Its $\varepsilon_0$ and $s$ do not change, and its resonance moves to $0.1237$ eV, so $\Delta=0.0112$ eV. The Lorentzian factor $\gamma^2/(\Delta^2+\gamma^2)$ is $0.0307$. The integral (9) gives $748$ eV/s, or 3.1% of the matched flow. The narrow-line estimate is $750$ eV/s; it replaces $\omega_F^2$ from the two strengths by the product of the two resonance energies, and averages $\omega(n_1-n_2)$ over the two lines. The first change raises the flow by ten percent and the second lowers it by nearly as much, so here the Lorentzian factor alone nearly equals the flow ratio. A shift of ten percent in frequency has cost a factor of about 33, because it is more than five linewidths. The values used here are listed in the numerical output.

## Table of computed values

```
MICROSCOPIC CHAINS (reduced units, hbar = mass = charge = 1)
spring 0.3, sites per chain 300, T1 0.5, T2 0.2
end-site variance, thermal state: 0.712145
end-site variance, response integral: 0.712145
current at t=0.15, unitary evolution: 7.008110e-03
current at t=0.15, full formula: 7.008088e-03
current at t=0.15, leading formula: 9.267634e-03
dipole power at R=8, unitary evolution: 9.426091e-06
dipole power at R=8, leading formula: 9.427524e-06
distance exponent between R=8 and R=16: -5.99978
current ratio, disjoint/overlapping bands: -5.7e-08
TWO MODEL SPHERES
radius: 50 angstrom; eps_inf: 3.0
phonon energies: 0.100 and 0.120 eV; damping: 0.002 eV
thermal energies: 0.035 and 0.025 eV
static permittivity: 4.320
background b: 0.4000; pole strength s: 0.1253
dipole resonance: 0.11243 eV; quadrupole resonance: 0.11372 eV
peak Im alpha / radius^3: 7.045
occupations at dipole resonance: 0.04196, 0.01127
occupation difference: 0.03069
spectral integral: 4.20325e+06 eV^2 angstrom^6
radiative-damping share at peak: 1.1e-07
main separation: 1000 angstrom
heat flow: 2.4392e+04 eV/s = 3.9081e-15 W
narrow-line estimate: 2.4388e+04 eV/s
R (angstrom), leading P (eV/s), relative corrections:
  multiple scattering, retardation, quadrupole
   200  3.8113e+08  -3.45e-02  +4.33e-05  +2.21e-01
   500  1.5611e+06  -1.48e-04  +2.71e-04  +3.54e-02
  1000  2.4392e+04  -2.31e-06  +1.09e-03  +8.85e-03
  2000  3.8113e+02  -3.60e-08  +4.38e-03  +2.21e-03
shifted sphere resonance: 0.12367 eV; detuning: 0.01124 eV
Lorentzian overlap factor: 0.03067
heat flow, mismatched pair: 7.4786e+02 eV/s
narrow-line estimate, mismatched pair: 7.4956e+02 eV/s
mismatched/identical heat flow: 0.03066
```
